# Steady Doping Efficiency When Surface Dopants Incorporate or Desorb: test program

```python
"""
Result under test: dopants adsorbed on a growing surface are buried with
first-order constant k_inc and desorb with first-order constant k_des.
In steady state the buried fraction of the adsorbed flux is
    efficiency = k_inc / (k_inc + k_des).
Symbols: flux = incident atoms per cm^2 and s; N = adsorbed atoms per cm^2;
growth = film growth rate (nm/s); seg_length = growth/k_inc (nm).
The parameters are round model values in the rough regime of antimony
doping of silicon by molecular-beam epitaxy.
Rates are in 1/s, energies in eV, temperatures in K.
"""
import random
import numpy as np
from scipy.constants import k as k_joule, e as charge, h, m_e, pi
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

kB = k_joule / charge

# Model inputs
T = 900.0
growth = 0.2
seg_length = 400.0
E_des = 2.8
prefactor = 1.0e13
flux = 2.0e10
lattice = 0.543                       # silicon lattice constant, nm
sites = 2.0 / (lattice * 1e-7) ** 2   # (100) surface sites per cm^2
layer = lattice / 4.0                 # (100) layer spacing, nm


def desorption(temp):
    return prefactor * np.exp(-E_des / (kB * temp))


def efficiency(k_inc, k_des):
    return k_inc / (k_inc + k_des)


def film(t_end, start, beam, k_inc, k_des, stick=lambda n: 1.0, times=None):
    """Integrate adsorbed, buried and desorbed densities (cm^-2)."""
    def rhs(t, y):
        n = y[0]
        buried = k_inc * n
        lost = k_des(n) * n
        return [beam * stick(n) - buried - lost, buried, lost]
    sol = solve_ivp(rhs, (0.0, t_end), [start, 0.0, 0.0], method="DOP853",
                    rtol=1e-10, atol=1.0, t_eval=times)
    assert sol.success
    return sol.y


k_inc = growth / seg_length
k_des = desorption(T)
k_tot = k_inc + k_des
tau = 1.0 / k_tot
eta = efficiency(k_inc, k_des)
N_ss = flux / k_tot
constant_des = lambda n: k_des
long_time = 40.0 * tau

# Steady state reached by time integration, with full and partial sticking
y = film(long_time, 0.0, flux, k_inc, constant_des)
N_end = y[0, -1]
eta_ode = k_inc * N_end / flux
assert abs(eta_ode / eta - 1) < 1e-7
assert abs(y[:, -1].sum() / (flux * long_time) - 1) < 1e-8
y = film(long_time, 0.0, flux, k_inc, constant_des, lambda n: 0.7)
assert abs(k_inc * y[0, -1] / flux / (0.7 * eta) - 1) < 1e-7

# Stochastic simulation of single arrivals, burials and desorptions
rng = random.Random(12345)
arrival_rate = 50.0 * k_tot
clock, atoms, arrivals, burials = 0.0, 0, 0, 0
burn_in, stop = 20.0 * tau, 4020.0 * tau
while True:
    total_rate = arrival_rate + atoms * k_tot
    clock += rng.expovariate(total_rate)
    if clock > stop:
        break
    pick = rng.random() * total_rate
    counted = clock > burn_in
    if pick < arrival_rate:
        atoms += 1
        arrivals += counted
    elif pick < arrival_rate + atoms * k_inc:
        atoms -= 1
        burials += counted
    else:
        atoms -= 1
eta_mc = burials / arrivals
mc_error = eta_mc * np.sqrt(1.0 / burials + 1.0 / arrivals)
assert abs(eta_mc - eta) < 4.0 * mc_error

# Transient and average efficiency of a thin film on a clean surface
thin = 100.0
t_thin = thin / growth
x = k_tot * t_thin
eta_local = eta * (1.0 - np.exp(-x))
eta_average = eta * (1.0 - (1.0 - np.exp(-x)) / x)
y = film(t_thin, 0.0, flux, k_inc, constant_des)
assert abs(k_inc * y[0, -1] / flux / eta_local - 1) < 1e-7
assert abs(y[1, -1] / (flux * t_thin) / eta_average - 1) < 1e-7

# After the shutter closes: whole-dose yield and decay length of the tail
tail_times = np.array([0.0, tau, 2.0 * tau, long_time])
tail = film(long_time, y[0, -1], 0.0, k_inc, constant_des, times=tail_times)
dose_yield = (y[1, -1] + tail[1, -1]) / (flux * t_thin)
assert abs(dose_yield / eta - 1) < 1e-7
decay_length = growth * tau / np.log(tail[0, 1] / tail[0, 2])
assert abs(decay_length / (eta * seg_length) - 1) < 1e-6

# Pre-deposition with growth stopped, then growth with a flat profile
t_pre = np.log(1.0 / eta) / k_des
pre = film(t_pre, 0.0, flux, 0.0, constant_des)
assert abs(pre[0, -1] / N_ss - 1) < 1e-7
flat = film(t_thin, pre[0, -1], flux, k_inc, constant_des)
assert abs(flat[1, -1] / (flux * t_thin) / eta - 1) < 1e-7

# Reversible exchange with one subsurface layer
k_down = 0.02
k_bury = growth / layer
k_up = k_bury * (k_down / k_inc - 1.0)


def exchange(t, pops):
    top, below = pops
    return [1.0 - (k_down + k_des) * top + k_up * below,
            k_down * top - (k_up + k_bury) * below]


sol = solve_ivp(exchange, (0.0, long_time), [0.0, 0.0], method="Radau",
                rtol=1e-8, atol=1e-10)
eta_exchange = k_bury * sol.y[1, -1]
eta_naive = efficiency(k_down, k_des)
assert sol.success and abs(eta_exchange / eta - 1) < 1e-5
assert eta_naive > 2.0 * eta_exchange

# Temperature sensitivity at fixed burial constant
slope = -(1.0 - eta) * E_des / (kB * T ** 2)
dT = 0.01
numeric = (np.log(efficiency(k_inc, desorption(T + dT)))
           - np.log(efficiency(k_inc, desorption(T - dT)))) / (2.0 * dT)
assert abs(numeric / slope - 1) < 1e-5
eta_cold = efficiency(k_inc, desorption(T - 5.0))
eta_hot = efficiency(k_inc, desorption(T + 5.0))

# Site blocking lowers sticking
eta_block = k_inc / (k_tot + flux / sites)
y = film(long_time, 0.0, flux, k_inc, constant_des, lambda n: 1.0 - n / sites)
assert abs(k_inc * y[0, -1] / flux / eta_block - 1) < 1e-7

# Mean-field repulsion makes desorption depend on coverage
repulsion = 0.2
crowded_des = lambda n: k_des * np.exp(repulsion * n / sites / (kB * T))


def crowded_efficiency(beam):
    n = brentq(lambda q: beam - (k_inc + crowded_des(q)) * q,
               0.0, beam / k_tot, xtol=1.0)
    return efficiency(k_inc, crowded_des(n))


eta_repel = crowded_efficiency(flux)
eta_repel_10 = crowded_efficiency(10.0 * flux)
for beam, expected in ((flux, eta_repel), (10.0 * flux, eta_repel_10)):
    y = film(long_time, 0.0, beam, k_inc, crowded_des)
    assert abs(k_inc * y[0, -1] / beam / expected - 1) < 1e-6
assert eta_repel_10 < eta_repel < eta


# Burial once per completed layer instead of continuously
def layer_efficiency(a, b):
    return np.expm1(-a) * np.expm1(-b) / (-b * np.expm1(-(a + b)))


a_test, b_test = 0.3, 1.2
n_after = 0.0
for _ in range(100):
    n_before = n_after * np.exp(-b_test) + (1.0 - np.exp(-b_test)) / b_test
    buried_layer = n_before * (1.0 - np.exp(-a_test))
    n_after = n_before - buried_layer
assert abs(buried_layer / layer_efficiency(a_test, b_test) - 1) < 1e-12
t_layer = layer / growth
eta_layer = layer_efficiency(k_inc * t_layer, k_des * t_layer)
layer_change = eta_layer / eta - 1.0

# Bulk diffusion during growth of a thick film, rough Arrhenius inputs
D0, E_diff, thick = 0.2, 3.65, 500.0
D_bulk = D0 * np.exp(-E_diff / (kB * T))
diff_length = np.sqrt(2.0 * D_bulk * thick / growth) * 1e7

# Donor ionization at the temperature of use
donors = eta * flux / (growth * 1e-7)
T_use, E_donor, mass = 300.0, 0.04, 1.08
Nc = 2.0 * (2.0 * pi * mass * m_e * k_joule * T_use / h ** 2) ** 1.5 * 1e-6
binding = E_donor / (kB * T_use)
c = 0.5 * Nc * np.exp(-binding)
ion_boltz = 2.0 / (1.0 + np.sqrt(1.0 + 4.0 * donors / c))


def carriers(level):
    f = lambda u: 2.0 * u * u / (1.0 + np.exp(u * u - level))
    return Nc * 2.0 / np.sqrt(pi) * quad(f, 0.0, 8.0, epsabs=0, epsrel=1e-9)[0]


def ionized(level):
    return donors / (1.0 + 2.0 * np.exp(level + binding))


fermi = brentq(lambda v: carriers(v) / donors - ionized(v) / donors, -15.0, 2.0)
ion_fermi = ionized(fermi) / donors
assert abs(ion_fermi / ion_boltz - 1) < 0.01

eta_fast = efficiency(2.0 * growth / seg_length, k_des)
assert abs(eta_fast - 1 / (1 + k_des * seg_length / (2 * growth))) < 1e-12


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Growth temperature", T, "K")
show("Growth rate", growth, "nm/s")
show("Segregation length without desorption", seg_length, "nm")
show("Desorption energy", E_des, "eV")
show("Desorption prefactor", prefactor, "1/s")
show("Incident flux (sticking 1)", flux, "cm^-2 s^-1")
show("Silicon lattice constant", lattice, "nm")
show("Surface site density", sites, "cm^-2")
show("Thermal energy at growth", kB * T, "eV")
show("Incorporation constant K_I", k_inc, "1/s")
show("Desorption constant K_D", k_des, "1/s")
show("Steady efficiency, formula", eta)
show("Steady efficiency, time integration", eta_ode)
show("Steady efficiency, stochastic simulation", eta_mc)
show("Stochastic standard error (estimate)", mc_error, "", 2)
show("Surface residence time", tau, "s")
show("Steady surface density", N_ss, "cm^-2")
show("Steady coverage", N_ss / sites)
show("Incorporated flux", eta * flux, "cm^-2 s^-1")
show("Desorbed flux", (1 - eta) * flux, "cm^-2 s^-1")
show("Dopant concentration", donors, "cm^-3")
show("Rise and tail decay length", decay_length, "nm")
show("Depth to 99% of steady doping", np.log(100) * growth * tau, "nm")
show("Thin-film thickness", thin, "nm")
show("Local efficiency at end of thin film", eta_local)
show("Average efficiency of thin film", eta_average)
show("Whole-dose yield after emptying surface", dose_yield)
show("Pre-deposition time at same flux", t_pre, "s")
show("Efficiency at doubled growth rate", eta_fast)
show("Exchange: downward rate", k_down, "1/s")
show("Exchange: return rate", k_up, "1/s")
show("Exchange: burial rate", k_bury, "1/s")
show("Exchange: true efficiency", eta_exchange)
show("Exchange: efficiency from downward rate alone", eta_naive)
show("Relative temperature slope of efficiency", 100 * slope, "%/K")
show("Efficiency 5 K colder", eta_cold)
show("Efficiency 5 K hotter", eta_hot)
show("Efficiency with site blocking", eta_block)
show("Assumed repulsion at full coverage", repulsion, "eV")
show("Efficiency with repulsion", eta_repel)
show("Efficiency with repulsion, tenfold flux", eta_repel_10)
show("Relative change from layerwise burial", layer_change, "", 2)
show("Bulk diffusion prefactor (rough)", D0, "cm^2/s")
show("Bulk diffusion energy (rough)", E_diff, "eV")
show("Thick-film thickness", thick, "nm")
show("Bulk diffusion length in thick film", diff_length, "nm", 2)
show("Temperature of use", T_use, "K")
show("Donor binding energy (rough)", E_donor, "eV")
show("Density-of-states mass (rough)", mass, "electron masses")
show("Conduction-band effective density", Nc, "cm^-3")
show("Ionized donor fraction, Boltzmann", ion_boltz)
show("Ionized donor fraction, Fermi", ion_fermi)
show("Electron concentration at use", ion_fermi * donors, "cm^-3")
print("ALL CHECKS PASSED")
```

Output:

```
Growth temperature: 900 K
Growth rate: 0.2 nm/s
Segregation length without desorption: 400 nm
Desorption energy: 2.8 eV
Desorption prefactor: 1e+13 1/s
Incident flux (sticking 1): 2e+10 cm^-2 s^-1
Silicon lattice constant: 0.543 nm
Surface site density: 6.783e+14 cm^-2
Thermal energy at growth: 0.07756 eV
Incorporation constant K_I: 0.0005 1/s
Desorption constant K_D: 0.002093 1/s
Steady efficiency, formula: 0.1929
Steady efficiency, time integration: 0.1929
Steady efficiency, stochastic simulation: 0.1922
Stochastic standard error (estimate): 0.0011
Surface residence time: 385.7 s
Steady surface density: 7.714e+12 cm^-2
Steady coverage: 0.01137
Incorporated flux: 3.857e+09 cm^-2 s^-1
Desorbed flux: 1.614e+10 cm^-2 s^-1
Dopant concentration: 1.929e+17 cm^-3
Rise and tail decay length: 77.14 nm
Depth to 99% of steady doping: 355.3 nm
Thin-film thickness: 100 nm
Local efficiency at end of thin film: 0.1401
Average efficiency of thin film: 0.08478
Whole-dose yield after emptying surface: 0.1929
Pre-deposition time at same flux: 786.5 s
Efficiency at doubled growth rate: 0.3234
Exchange: downward rate: 0.02 1/s
Exchange: return rate: 57.46 1/s
Exchange: burial rate: 1.473 1/s
Exchange: true efficiency: 0.1929
Exchange: efficiency from downward rate alone: 0.9053
Relative temperature slope of efficiency: -3.238 %/K
Efficiency 5 K colder: 0.2262
Efficiency 5 K hotter: 0.1637
Efficiency with site blocking: 0.1907
Assumed repulsion at full coverage: 0.2 eV
Efficiency with repulsion: 0.1884
Efficiency with repulsion, tenfold flux: 0.1581
Relative change from layerwise burial: -4e-08
Bulk diffusion prefactor (rough): 0.2 cm^2/s
Bulk diffusion energy (rough): 3.65 eV
Thick-film thickness: 500 nm
Bulk diffusion length in thick film: 0.019 nm
Temperature of use: 300 K
Donor binding energy (rough): 0.04 eV
Density-of-states mass (rough): 1.08 electron masses
Conduction-band effective density: 2.816e+19 cm^-3
Ionized donor fraction, Boltzmann: 0.9428
Ionized donor fraction, Fermi: 0.9427
Electron concentration at use: 1.818e+17 cm^-3
ALL CHECKS PASSED
```
